# The Inverse-Square-Root Density of States of a Ring-Shaped Hole Subband Edge, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The ring theorem

### Definitions and conventions

Hole energies are counted upward into the valence band, so that holes at low temperature fill a subband from its lowest hole energy. The holes move freely in a plane, with in-plane wavevector $\mathbf k$ of magnitude $k$ and direction angle $\varphi$. One subband has energy $E(\mathbf k)$ and $g$ degenerate spin branches; $g=2$ in a well with inversion symmetry, and $g=1$ for a single spin-split branch.

Let $N(E)$ be the number of states of the subband per unit area with energy below $E$. The density of states is $D=dN/dE$, per area and per energy. The following assumptions hold throughout Part I.

1. **Isotropy.** The energy depends on $k$ alone: $E(\mathbf k)=E(k)$.
2. **Ring minimum.** There is a radius $k_0>0$ with $E(k_0)=E_0$, and for every $\delta>0$ the energies at $|k-k_0|\ge\delta$ stay above $E_0$ by a finite amount.
3. **Smoothness and curvature.** $E(k)$ is smooth near $k_0$, and $a=E''(k_0)>0$.

The first derivative vanishes at $k_0$ because $k_0$ is an interior minimum. The energy above the edge is $\varepsilon=E-E_0$, and the distance from the ring is $q=k-k_0$. The radial mass is defined by $m_r=\hbar^2/a$. It describes motion across the ring; along the ring the energy does not change at all.

**Theorem.** Under assumptions 1 to 3 the subband has no states at $\varepsilon<0$, and for $\varepsilon\to0^+$

$$
D(\varepsilon)=\frac{\Lambda}{\sqrt{\varepsilon}}+O(\sqrt{\varepsilon}),
\qquad
\Lambda=\frac{g k_0}{\pi\sqrt{2a}}
=\frac{g k_0}{\pi\hbar}\sqrt{\frac{m_r}{2}} .
$$

The second form of $\Lambda$ follows from $1/\sqrt{2a}=\sqrt{m_r/(2\hbar^2)}$. The proof uses three lemmas.

### Lemma 1: states are counted by area

*If the states with energy below $E$ fill a region of area $A(E)$ in the plane of $\mathbf k$, then $N(E)=gA(E)/(4\pi^2)$.*

*Proof.* Take a square sample of side $\ell$ with periodic boundary conditions. A plane wave repeats after a distance $\ell$ only if $k_x$ and $k_y$ are integer multiples of $2\pi/\ell$. The allowed wavevectors form a square lattice, and each occupies the area $(2\pi/\ell)^2$. For large $\ell$ the region contains $A\ell^2/(4\pi^2)$ of them, up to an error from its boundary that becomes negligible relative to this number. Multiplication by $g$ and division by the sample area $\ell^2$ give the result. $\square$

### Lemma 2: the low-energy region is an annulus

*For small enough $\varepsilon>0$, the states below $E_0+\varepsilon$ fill an annulus $k_-<k<k_+$ with $k_-<k_0<k_+$, and*

$$
N(\varepsilon)=\frac{g}{4\pi}\left(k_+^2-k_-^2\right).
$$

*Proof.* Since $E''$ is continuous and positive at $k_0$, there is a $\delta<k_0$ such that $E''>0$ for $|q|<\delta$. In this interval $E'$ increases through zero at $k_0$. The energy therefore falls towards $k_0$ from the inside and rises beyond it. Each small $\varepsilon$ is reached once on either side. By assumption 2, states farther than $\delta$ from the ring lie above the edge by a finite amount, so they do not contribute when $\varepsilon$ is smaller than this amount. The remaining region is the annulus. Its area is $\pi k_+^2-\pi k_-^2$, and Lemma 1 gives

$$
N=\frac{g}{4\pi^2}\,\pi(k_+^2-k_-^2)=\frac{g}{4\pi}(k_+^2-k_-^2).\qquad\square
$$

A derivative with respect to energy gives a form with a direct physical reading. At the outer circle $dk_+/dE=1/E'(k_+)$, which is positive. At the inner circle $dk_-/dE=1/E'(k_-)$, which is negative. Hence

$$
D=\frac{g}{2\pi}\left[\frac{k_+}{E'(k_+)}-\frac{k_-}{E'(k_-)}\right]
=\frac{g}{2\pi}\left[\frac{k_+}{|E'(k_+)|}+\frac{k_-}{|E'(k_-)|}\right].
$$

Both circles add to the density of states. Each contributes its radius divided by a slope that goes to zero at the edge.

### Lemma 3: a coordinate that makes the minimum quadratic

*Near the ring there is a smooth coordinate $s$, with $s=q+O(q^2)$, such that $\varepsilon=as^2/2$.*

*Proof.* Taylor's formula with integral remainder, together with $E'(k_0)=0$, reads

$$
\varepsilon=q^2\int_0^1(1-t)\,E''(k_0+tq)\,dt=\frac a2q^2h(q),
$$

$$
h(q)=\frac2a\int_0^1(1-t)\,E''(k_0+tq)\,dt .
$$

The function $h$ is smooth, and $h(0)=(2/a)\,a\int_0^1(1-t)\,dt=1$. It is positive near $q=0$, so $s=q\sqrt{h(q)}$ is smooth there. Squaring gives $s^2=q^2h=2\varepsilon/a$. The derivative $ds/dq$ at $q=0$ equals $\sqrt{h(0)}=1$. $\square$

Because this derivative is nonzero, the relation can be inverted near the ring: $k=\kappa(s)$, with $\kappa$ smooth, $\kappa(0)=k_0$ and $\kappa'(0)=1$. The two edges of the annulus lie at opposite values of the coordinate. With the positive value

$$
s=\sqrt{2\varepsilon/a},
\qquad\text{they are}\qquad
k_+=\kappa(s),\quad k_-=\kappa(-s).
$$

### Proof of the theorem

Lemmas 2 and 3 give

$$
N=\frac{g}{4\pi}\left[\kappa(s)^2-\kappa(-s)^2\right].
$$

The bracket changes sign under $s\to-s$, so its Taylor series contains odd powers only. Its linear coefficient is twice the derivative of $\kappa^2$ at zero, which is $2\times2\kappa(0)\kappa'(0)=4k_0$. There is therefore a constant $\eta$ such that

$$
N=\frac{gk_0}{\pi}\left[s+\eta s^3+O(s^5)\right].
$$

From $\varepsilon=as^2/2$ one has $d\varepsilon/ds=as$, hence $ds/d\varepsilon=1/(as)$. The function in brackets is smooth in $s$, so its series may be differentiated term by term:

$$
D=\frac{dN}{ds}\frac{ds}{d\varepsilon}
=\frac{gk_0}{\pi as}\left[1+3\eta s^2+O(s^4)\right].
$$

Since $as=a\sqrt{2\varepsilon/a}=\sqrt{2a\varepsilon}$, the first term is $\Lambda/\sqrt\varepsilon$. The second is proportional to $s$, and therefore to $\sqrt\varepsilon$. There is no constant term, because an even power of $s$ in $N$ would be needed to produce it. The absence of states below the edge is assumption 2. $\square$

### Remark 1: why the ring resembles a one-dimensional channel

The annulus has circumference $2\pi k_0$, which stays finite at the edge, and width $2s$, which shrinks as $\sqrt\varepsilon$. Its area thus grows as $\sqrt\varepsilon$, and the derivative of the area diverges.

A one-dimensional band $aq^2/2$ has two points at each energy, both with slope $\sqrt{2a\varepsilon}$. Its density of states per length is

$$
D_1=\frac{g}{2\pi}\,\frac{2}{\sqrt{2a\varepsilon}}=\frac{g}{\pi\sqrt{2a\varepsilon}} .
$$

The leading ring result is $D=k_0D_1$. The factor is the circumference $2\pi k_0$ multiplied by the density $1/(2\pi)$ of wavevectors per length in the direction along the ring.

A subband with its minimum at $k=0$ behaves differently. If $E=E_0+a_1k^2/2$, the occupied region is a disc with $k^2=2\varepsilon/a_1$, so

$$
N=\frac{g}{4\pi}\frac{2\varepsilon}{a_1},
\qquad
D=\frac{g}{2\pi a_1} .
$$

The slope at the disc's edge also goes to zero, but the radius goes to zero in the same proportion. The result is a finite step. A vanishing velocity alone is therefore not enough for a divergence in two dimensions. With a quadratic minimum, the circle on which the velocity vanishes must also keep a finite length. A flatter minimum at $k=0$ can diverge without such a circle, as Remark 2 shows.

### Proposition 1: the first correction

*Write $h(q)=1+Bq+Cq^2+O(q^3)$. Then*

$$
\eta=\frac{5B^2}{8}-\frac C2-\frac{B}{2k_0},
\qquad
B=\frac{E'''(k_0)}{3a},\quad C=\frac{E''''(k_0)}{12a}.
$$

*Proof.* The expressions for $B$ and $C$ come from comparing the two forms

$$
\varepsilon=\frac a2q^2+\frac{E'''}6q^3+\frac{E''''}{24}q^4+\dots
=\frac a2q^2(1+Bq+Cq^2+\dots).
$$

The square root in $s=q\sqrt h$ is expanded with $\sqrt{1+x}=1+x/2-x^2/8+\dots$:

$$
s=q+\frac B2q^2+\left(\frac C2-\frac{B^2}{8}\right)q^3+\dots
$$

Insert $q=s+\alpha s^2+\beta s^3+\dots$. Since $q^2=s^2+2\alpha s^3+\dots$, the terms of second and third order must satisfy

$$
\alpha+\frac B2=0,
\qquad
\beta+B\alpha+\frac C2-\frac{B^2}{8}=0 .
$$

Hence $\alpha=-B/2$ and $\beta=B^2/2+B^2/8-C/2=5B^2/8-C/2$. The difference of squares then factorizes:

$$
\begin{aligned}
k_+^2-k_-^2
&=(k_+-k_-)(k_++k_-)\\
&=(2s+2\beta s^3+\dots)(2k_0+2\alpha s^2+\dots)\\
&=4k_0s\left[1+\left(\beta+\frac{\alpha}{k_0}\right)s^2+\dots\right].
\end{aligned}
$$

The coefficient of $s^2$ is $\eta$, which is the stated formula. $\square$

The relative correction to the leading density of states is $3\eta s^2=6\eta\varepsilon/a$. Its size sets one limit on the energy range of the law.

### Remark 2: a case without corrections

Consider the dispersion $E=E_0+A(k^2-k_0^2)^2$ with $A>0$. It has a central maximum of height $Ak_0^4$ above the ring. For $0<\varepsilon<Ak_0^4$ the two circles satisfy $k_\pm^2=k_0^2\pm\sqrt{\varepsilon/A}$, so

$$
N=\frac{g}{2\pi}\sqrt{\frac{\varepsilon}{A}},
\qquad
D=\frac{g}{4\pi\sqrt{A\varepsilon}} .
$$

The curvature at the ring is $a=8Ak_0^2$. Then $\sqrt{2a\varepsilon}=4k_0\sqrt{A\varepsilon}$, and the theorem gives the same result. Here the law has no corrections up to the central maximum. Above it the inner circle is gone, $N=(g/4\pi)(k_0^2+\sqrt{\varepsilon/A})$, and the density of states drops by a factor of two.

This dispersion also shows what happens when the ring closes. As $k_0\to0$ at fixed $A$, the energy range with two circles shrinks to zero. What remains is the quartic minimum $Ak^4$, with $D=g/(8\pi\sqrt{A\varepsilon})$. An inverse-square-root edge is thus possible without a ring, but at $k=0$ it requires the quadratic term to vanish.

### Remark 3: conditions on the ring

If the radial curvature vanishes and the leading term is $\lambda q^{2n}$ with $\lambda>0$ and $n\ge2$, the half-width is $(\varepsilon/\lambda)^{1/(2n)}$ to leading order. The same area argument gives

$$
N\simeq\frac{gk_0}{\pi}\left(\frac\varepsilon\lambda\right)^{1/(2n)},
\qquad D\propto\varepsilon^{1/(2n)-1}.
$$

The edge is then more singular than an inverse square root. If instead the energy varies along the ring, and its lowest points are separate minima with positive curvature in both directions, the edge becomes a finite step and its divergence is lost. Part II treats this case quantitatively for a well made of a cubic crystal.

Other subbands at the same energy simply add their own densities of states. They can hide the ring edge in a measurement, but a finite background does not cancel its divergence.

### Remark 4: filling, temperature and current

The divergence is integrable. The number of ring states up to $\varepsilon$ is $N=2\Lambda\sqrt\varepsilon$ to leading order. At zero temperature, a density $p_r$ of holes in this subband therefore reaches the energy

$$
\varepsilon_F=\left(\frac{p_r}{2\Lambda}\right)^2
$$

above the edge. For an ordinary step edge this energy is linear in the density; at a ring edge it starts out quadratically.

For dilute holes at temperature $T$ with chemical potential $\mu_h$, the Boltzmann factor gives, with $\varepsilon=x^2$,

$$
\begin{aligned}
p_r&=e^{(\mu_h-E_0)/k_BT}\int_0^\infty\frac{\Lambda}{\sqrt\varepsilon}\,e^{-\varepsilon/k_BT}d\varepsilon\\
&=2\Lambda\,e^{(\mu_h-E_0)/k_BT}\int_0^\infty e^{-x^2/k_BT}dx
=\Lambda\sqrt{\pi k_BT}\;e^{(\mu_h-E_0)/k_BT}.
\end{aligned}
$$

This holds when $k_BT$ lies within the energy range of the leading law. The thermal density is finite.

A large density of states does not by itself mean a large current. Near the edge the speed is $|E'|/\hbar=\sqrt{2a\varepsilon}/\hbar$, and the average of $v_x^2$ round the ring is half its square, $a\varepsilon/\hbar^2$. For a fixed relaxation time $\tau$, holes at energy $\varepsilon$ contribute to the conductivity in proportion to

$$
e^2\tau D\langle v_x^2\rangle
=e^2\tau\,\frac{\Lambda}{\sqrt\varepsilon}\,\frac{a\varepsilon}{\hbar^2}
=\frac{e^2\tau\Lambda a}{\hbar^2}\sqrt\varepsilon ,
$$

which vanishes at the edge. On the inner circle the velocity points opposite to $\mathbf k$; this does not affect $v_x^2$.

## Part II. A ring in a hole well, and what limits the divergence

### Symbols and results taken over

Hole energy is counted upward; $\varepsilon=E-E_0$ is measured from a ring of radius $k_0$ with radial curvature $a=E''(k_0)$, and $g$ is the spin degeneracy. Part I showed that an isotropic ring minimum has

$$
D=\frac{\Lambda}{\sqrt\varepsilon}(1+3\eta s^2+\dots),
\qquad
N=2\Lambda\sqrt\varepsilon+\dots,
$$

with $\Lambda=gk_0/(\pi\sqrt{2a})$, $s^2=2\varepsilon/a$ and $\eta$ a constant fixed by the third and fourth derivatives of $E(k)$.

### The well model

The model is the four-band Luttinger Hamiltonian for total angular momentum $J=3/2$, in a (001) well of width $L$ with hard walls. With $\{X,Y\}=(XY+YX)/2$ and $k_z=-i\,d/dz$, its hole-energy form is

$$
H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)\mathbf k_3^2
-2\gamma_2\sum_iJ_i^2k_i^2-4\gamma_3\sum_{i<j}\{J_i,J_j\}k_ik_j\Big],
$$

where $\mathbf k_3$ is the three-dimensional wavevector. Heavy and light states have $J_z=\pm3/2$ and $\pm1/2$.

For $J_z=M$ one has $\langle J_x^2\rangle=\langle J_y^2\rangle=(15/4-M^2)/2$, which is $3/4$ for heavy and $7/4$ for light states. The diagonal energies, in units of $\hbar^2/2m_0$, are therefore

$$
(\gamma_1+\gamma_2)k^2+(\gamma_1-2\gamma_2)k_z^2\ \text{(heavy)},
$$

$$
(\gamma_1-\gamma_2)k^2+(\gamma_1+2\gamma_2)k_z^2\ \text{(light)}.
$$

The element between $3/2$ and $1/2$ is linear in $k$. For $\mathbf k$ along $x$ it contains $\langle\tfrac32|\{J_x,J_z\}|\tfrac12\rangle=\tfrac12\cdot\tfrac{\sqrt3}2(\tfrac32+\tfrac12)=\tfrac{\sqrt3}2$, so it equals $-2\sqrt3\,\gamma_3kk_z$. The element between $3/2$ and $-1/2$ comes from the $J_+^2$ parts of $J_x^2$, $J_y^2$ and $\{J_x,J_y\}$, with $\langle\tfrac32|J_+^2|-\tfrac12\rangle=2\sqrt3$:

$$
R=-\sqrt3\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right].
$$

Its squared size is $|R|^2=3k^4[\gamma_2^2+(\gamma_3^2-\gamma_2^2)\sin^22\varphi]$. This is where the energy acquires its dependence on direction. The **axial approximation** replaces $\gamma_2$ and $\gamma_3$ in $R$ by their mean. Every element that changes $J_z$ by $n$ then carries the phase $e^{-in\varphi}$, which a rotation about $z$ removes. The energies depend on $k$ alone, as the theorem requires.

An isotropic ring minimum has a density of states that diverges as $1/\sqrt\varepsilon$ at its edge, and the axial approximation gives the well model the isotropy this requires. It remains to show how a ring forms in such a well, and how warping and finite lifetime limit the divergence.
